# Why an Exponential Absorption Tail Gives a Plausible Tauc Gap: test program

```python
"""Tauc plots of a purely exponential absorption tail.

Result under test: for alpha(E) = a_ref*exp((E-E_ref)/Eu), the tangent to
y = (alpha*E)**r at the fitting energy Ef meets y = 0 at
    ET = Ef - (1/r)*Ef*Eu/(Ef+Eu),
and dET/dEf = 1 - (1/r)*Eu**2/(Ef+Eu)**2.
E: photon energy (eV); Eu: Urbach energy (eV); alpha: absorption (1/cm);
r: Tauc exponent, 1/2 (amorphous or indirect) or 2 (direct allowed).
Numerical tangents, line fits and root searches test the formulas.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq


def tail(E, Eu, a_ref, E_ref):
    return a_ref * np.exp((E - E_ref) / Eu)


def slope(f, E, step=1e-4):
    return (f(E + step) - f(E - step)) / (2 * step)


def tangent_intercept(alpha, E, r):
    """Intercept from a numerical derivative of the plotted curve."""
    def y(e):
        return (alpha(e) * e) ** r
    return E - y(E) / slope(y, E)


def intercept_rate(alpha, E, r, step=1e-3):
    return slope(lambda e: tangent_intercept(alpha, e, r), E, step)


def intercept_formula(E, Eu, r):
    return E - E * Eu / (r * (E + Eu))


def rate_formula(E, Eu, r):
    return 1 - Eu**2 / (r * (E + Eu) ** 2)


# Main formulas, including broad tails where the correction is large;
# amplitude and reference energy must drop out.
for Eu_t, E_t in [(0.05, 3.0), (0.15, 5.8), (1.0, 2.0)]:
    for r_t in (0.5, 2.0):
        for a_t, ref_t in [(1e4, 5.7), (30.0, 4.0)]:
            def f(e):
                return tail(e, Eu_t, a_t, ref_t)
            assert abs(tangent_intercept(f, E_t, r_t)
                       - intercept_formula(E_t, Eu_t, r_t)) < 1e-5
            assert abs(intercept_rate(f, E_t, r_t)
                       - rate_formula(E_t, Eu_t, r_t)) < 1e-4

# General law dET/dE = y*y''/y'^2 on an unrelated curve y = E^3 + sinh(E).
E_t = 1.3
y0, y1, y2 = (E_t**3 + np.sinh(E_t), 3 * E_t**2 + np.cosh(E_t),
              6 * E_t + np.sinh(E_t))
numeric = intercept_rate(lambda e: (e**3 + np.sinh(e)) / e, E_t, 1.0)
assert abs(numeric - y0 * y2 / y1**2) < 1e-5

# Power-law edges: the intercept stands still only for m*r = 1.
for m, r_t in [(2.0, 0.5), (0.5, 2.0), (2.0, 2.0), (0.5, 0.5)]:
    def edge(e):
        return (e - 5.0) ** m / e
    assert abs(tangent_intercept(edge, 5.6, r_t)
               - (5.6 - 0.6 / (m * r_t))) < 1e-5
    assert abs(intercept_rate(edge, 5.6, r_t) - (1 - 1 / (m * r_t))) < 1e-4

# Example: rough parameters in the regime of HfO2 films.
Eu, a_ref, E_ref, E_end = 0.15, 1e4, 5.70, 6.00
depth, r = 0.10, 0.5
films = [25.0, 50.0, 100.0, 200.0]


def alpha(E):
    return tail(E, Eu, a_ref, E_ref)


print(f"Urbach energy: {Eu:.3f} eV")
print(f"alpha at {E_ref:.2f} eV: {a_ref:.2e} 1/cm")
print(f"end of tail: {E_end:.2f} eV; alpha there {alpha(E_end):.2e} 1/cm")
print(f"optical depth at fit centre: {depth:.2f} (no unit)")
print("Sweep, r=1/2: Ef (eV), intercept (eV), rate (no unit)")
for E in (5.50, 5.60, 5.70, 5.80, 5.90):
    print(f"  {E:.2f}  {tangent_intercept(alpha, E, r):.4f}"
          f"  {intercept_rate(alpha, E, r):.4f}")

# Fitting energy selected by optical depth, found by a root search.
fit_energy, gap = {}, {}
print("Films: d (nm), alpha (1/cm), Ef (eV), intercept (eV)")
for d in films:
    Ef = brentq(lambda e: alpha(e) * d * 1e-7 - depth, 4.0, 8.0)
    assert abs(Ef - E_ref - Eu * np.log(depth / (a_ref * d * 1e-7))) < 1e-9
    fit_energy[d], gap[d] = Ef, tangent_intercept(alpha, Ef, r)
    print(f"  {d:.0f}  {alpha(Ef):.2e}  {Ef:.4f}  {gap[d]:.4f}")
drop = gap[films[0]] - gap[films[-1]]
log_drop = Eu * np.log(films[-1] / films[0])
assert abs(drop / log_drop - 1) < 0.01
print(f"gap drop, 25 to 200 nm: {drop:.4f} eV")
print(f"Eu*ln(thickness ratio): {log_drop:.4f} eV")
print(f"Eu*ln(10), per decade: {Eu*np.log(10):.4f} eV")

d0 = 50.0
Ef = fit_energy[d0]
direct = tangent_intercept(alpha, Ef, 2.0)
assert abs((direct - gap[d0]) / (1.5 * Eu) - 1) < 0.05
print(f"50 nm, lag Ef-ET for r=1/2: {Ef-gap[d0]:.4f} eV")
print(f"50 nm, intercept for r=2: {direct:.4f} eV")
print(f"50 nm, r=2 minus r=1/2: {direct-gap[d0]:.4f} eV")


# Least-squares line over a finite window, against closed forms for
# an exponential whose rate s is constant within the window.
def line_fit(width):
    E = np.linspace(Ef - width / 2, Ef + width / 2, 2001)
    y = np.sqrt(alpha(E) * E)
    k, c = np.polyfit(E - Ef, y, 1)
    res = y - k * (E - Ef) - c
    rms = np.sqrt(np.mean(res**2)) / np.sqrt(alpha(Ef) * Ef)
    return Ef - c / k, 1 - np.var(res) / np.var(y), rms


s = r * (1 / Ef + 1 / Eu)
for width in (0.20, 0.60):
    h = s * width / 2
    odd = h * np.cosh(h) - np.sinh(h)
    lag = h**2 * np.sinh(h) / (3 * odd * s)
    var_y = np.sinh(2 * h) / (2 * h) - (np.sinh(h) / h) ** 2
    r2_closed = (odd / h) ** 2 / (h**2 / 3 * var_y)
    line_gap, r2, rms = line_fit(width)
    assert abs(line_gap - (Ef - lag)) < 5e-4
    assert abs(r2 - r2_closed) < 5e-4
width = 0.20
h = s * width / 2
line_gap, r2, rms = line_fit(width)
assert abs((1 - r2) / (h**2 / 15) - 1) < 0.05
assert abs((Ef - line_gap) * s - 1 - h**2 / 15) < 5e-4
print(f"line window: {width:.2f} eV, {Ef-width/2:.3f} to "
      f"{Ef+width/2:.3f} eV")
print(f"log slope s: {s:.4f} 1/eV; h = {h:.4f} (no unit)")
print(f"line intercept: {line_gap:.4f} eV")
print(f"R squared: {r2:.5f}; h^2/15 = {h**2/15:.5f} (no unit)")
print(f"rms misfit of y / y(Ef): {100*rms:.2f} %")
print(f"equivalent transmittance error: {100*2*rms*depth:.2f} %")


# A quadratic edge joined to the tail: find the gap that matches slopes.
def product(E):
    return alpha(E) * E


def slope_mismatch(Eg):
    B = product(E_end) / (E_end - Eg) ** 2
    return slope(lambda e: B * (e - Eg) ** 2, E_end) - slope(product, E_end)


Eg = brentq(slope_mismatch, 4.0, E_end - 0.01)
B = product(E_end) / (E_end - Eg) ** 2
assert abs(Eg - intercept_formula(E_end, Eu, r)) < 1e-5


def joined(E):
    return alpha(E) if E < E_end else B * (E - Eg) ** 2 / E


for E in (6.05, 6.20, 6.40):
    assert abs(tangent_intercept(joined, E, r) - Eg) < 1e-5
shortfall = Eg - tangent_intercept(joined, Ef, r)
assert abs(shortfall / (E_end - Ef) - 1) < 0.01
print(f"gap of joined edge: {Eg:.4f} eV")
print(f"intercept at 6.20 eV: {tangent_intercept(joined, 6.20, r):.4f} eV")
print(f"50 nm tail fit too low by: {shortfall:.4f} eV")
print(f"tail end minus Ef: {E_end-Ef:.4f} eV")

# Neglected effect: reflection and interference left in transmittance.
hbar_c = const.hbar * const.c / const.e * 1e9  # eV nm
n_film, n_sub = 2.3, 1.5


def film_optics(E, d, absorption):
    N = n_film + 1j * absorption * 1e-7 * hbar_c / (2 * E)
    r01, r12 = (1 - N) / (1 + N), (N - n_sub) / (N + n_sub)
    t01, t12 = 2 / (1 + N), 2 * N / (N + n_sub)
    phase = np.exp(1j * E * N * d / hbar_c)
    den = 1 + r01 * r12 * phase**2
    T = n_sub * abs(t01 * t12 * phase / den) ** 2
    R = abs((r01 + r12 * phase**2) / den) ** 2
    return T, R


T_bare = 4 * n_sub / (1 + n_sub) ** 2
assert abs(film_optics(5.8, 0.0, 0.0)[0] - T_bare) < 1e-12
assert abs(sum(film_optics(5.8, 50.0, 0.0)) - 1) < 1e-12
print(f"rough indices: film {n_film:.1f}, silica {n_sub:.1f} (no unit)")
print("No reflection correction: d (nm), false depth, ET shift (eV)")
for d in (25.0, 50.0):
    def apparent(E):
        T = film_optics(E, d, alpha(E))[0]
        return -np.log(T / T_bare) / (d * 1e-7)
    E = fit_energy[d]
    false_depth = -np.log(film_optics(E, d, 0.0)[0] / T_bare)
    shift = tangent_intercept(apparent, E, r) - gap[d]
    print(f"  {d:.0f}  {false_depth:.4f}  {shift:+.3f}")

# Neglected effect: a weak constant background in the optical depth.
background = 0.01
shift = tangent_intercept(
    lambda e: alpha(e) + background / (d0 * 1e-7), Ef, r) - gap[d0]
print(f"background depth {background:.2f}: ET shift {shift:+.4f} eV")

# Neglected effect: warming, with all of Eu treated as thermal.
phonon, T1, T2 = 0.050, 300.0, 400.0
kB = const.k / const.e
Eu_hot = Eu * np.tanh(phonon / (2 * kB * T1)) / np.tanh(
    phonon / (2 * kB * T2))
shift = tangent_intercept(
    lambda e: tail(e, Eu_hot, a_ref, E_ref), Ef, r) - gap[d0]
print(f"rough phonon energy: {phonon:.3f} eV")
print(f"Eu from {T1:.0f} K to {T2:.0f} K: {Eu:.4f} to {Eu_hot:.4f} eV")
print(f"ET shift on warming at fixed Ef: {shift:+.4f} eV")

print("all good")
```

Output:

```
Urbach energy: 0.150 eV
alpha at 5.70 eV: 1.00e+04 1/cm
end of tail: 6.00 eV; alpha there 7.39e+04 1/cm
optical depth at fit centre: 0.10 (no unit)
Sweep, r=1/2: Ef (eV), intercept (eV), rate (no unit)
  5.50  5.2080  0.9986
  5.60  5.3078  0.9986
  5.70  5.4077  0.9987
  5.80  5.5076  0.9987
  5.90  5.6074  0.9988
Films: d (nm), alpha (1/cm), Ef (eV), intercept (eV)
  25  4.00e+04  5.9079  5.6154
  50  2.00e+04  5.8040  5.5115
  100  1.00e+04  5.7000  5.4077
  200  5.00e+03  5.5960  5.3039
gap drop, 25 to 200 nm: 0.3115 eV
Eu*ln(thickness ratio): 0.3119 eV
Eu*ln(10), per decade: 0.3454 eV
50 nm, lag Ef-ET for r=1/2: 0.2924 eV
50 nm, intercept for r=2: 5.7309 eV
50 nm, r=2 minus r=1/2: 0.2193 eV
line window: 0.20 eV, 5.704 to 5.904 eV
log slope s: 3.4195 1/eV; h = 0.3419 (no unit)
line intercept: 5.5093 eV
R squared: 0.99230; h^2/15 = 0.00780 (no unit)
rms misfit of y / y(Ef): 1.76 %
equivalent transmittance error: 0.35 %
gap of joined edge: 5.7073 eV
intercept at 6.20 eV: 5.7073 eV
50 nm tail fit too low by: 0.1958 eV
tail end minus Ef: 0.1960 eV
rough indices: film 2.3, silica 1.5 (no unit)
No reflection correction: d (nm), false depth, ET shift (eV)
  25  0.3261  -1.085
  50  0.0222  -0.018
background depth 0.01: ET shift -0.0284 eV
rough phonon energy: 0.050 eV
Eu from 300 K to 400 K: 0.1500 to 0.1808 eV
ET shift on warming at fixed Ef: -0.0582 eV
all good
```
